# Effective Diffusion and Percolation on Random Grain-Boundary Networks

Suppose the lateral transport of metal ions in a thin oxide film is to be calculated, and some of its grain boundaries are known to block. Three treatments suggest themselves: multiply the fast-boundary result by the conducting fraction, solve the network, or include the lattice inside the grains as well. In the film worked out below, 78% of the boundaries are assumed to conduct. If the blocked ones are placed independently, the network keeps only 27% of its full permeability, and a simple model of lattice bypasses raises the estimate to 44% (the model overstates the bypass; about 40% is closer). The choice depends on how far the conducting fraction lies above the percolation threshold and on how well the lattice conducts.

## The quantity to be calculated

The film is columnar, so its boundaries are vertical walls and lateral transport is two-dimensional. Triple junctions are nodes and straight boundaries are edges. An edge has length $l$, width $\delta$ and diffusivity $D_e$. Transport is steady and linear in concentration. Segregation, junction resistance and surface diffusion are left out.

Fick's law for one edge, per unit film thickness, gives the current from node $i$ to node $j$:

$$I_{ij}=g_{ij}(c_i-c_j),\qquad g_{ij}=\frac{D_e\delta}{l_{ij}} .$$

No material accumulates at a node in steady state, so

$$\sum_j g_{ij}(c_i-c_j)=0 .$$

The permeability $K$ is the macroscopic flux divided by minus the macroscopic concentration gradient. It has the units of a diffusivity, but it refers to the whole film area, of which boundaries fill only a fraction $\phi=\delta\sum l/A$. The equations are homogeneous in length and time, so they hold unchanged in atomic units. The numbers below use nm, eV, K and cm²/s.

## Three boundaries by hand

Take the repeating cell of a honeycomb: two nodes $a,b$, three edges and area $A$. The edge vectors from $a$ to $b$ are $\mathbf r_1,\mathbf r_2,\mathbf r_3$, of length $l$ and at 120° to each other. Edges 2 and 3 reach copies of $b$ in neighbouring cells.

Apply a mean gradient $\mathbf G$. The concentration is $\mathbf G\cdot\mathbf x$ plus a periodic correction. Let $w$ be the correction at $b$ minus that at $a$. The rise along edge $k$ is $\mathbf G\cdot\mathbf r_k+w$, and balance at either node requires

$$\sum_k g_k(\mathbf G\cdot\mathbf r_k+w)=0
\quad\Rightarrow\quad
w=-\frac{\sum_k g_k\mathbf G\cdot\mathbf r_k}{\sum_k g_k}.$$

The quadratic sum $\sum_k g_k(\mathbf G\cdot\mathbf r_k+w)^2$ equals $A\,\mathbf G\cdot K\mathbf G$, as shown in the next section. Inserting $w$ gives

$$A\,\mathbf G\cdot K\mathbf G=\sum_k g_k(\mathbf G\cdot\mathbf r_k)^2-\frac{\left(\sum_k g_k\mathbf G\cdot\mathbf r_k\right)^2}{\sum_k g_k}.$$

**All three open, equal $g$.** The vectors sum to zero, so the second term vanishes. For a unit vector $\mathbf G$, $\sum_k(\mathbf G\cdot\mathbf r_k)^2=3l^2/2$. With $g=D\delta/l$ and $\phi=3l\delta/A$,

$$K=\frac{3gl^2}{2A}=\frac{3D\delta l}{2A}=\frac{\phi D}{2}.$$

**Edge 3 blocked.** The expression becomes

$$\frac gA\left[(\mathbf G\cdot\mathbf r_1)^2+(\mathbf G\cdot\mathbf r_2)^2-\tfrac12(\mathbf G\cdot\mathbf r_1+\mathbf G\cdot\mathbf r_2)^2\right]
=\frac{g}{2A}\left[\mathbf G\cdot(\mathbf r_1-\mathbf r_2)\right]^2 .$$

Since $|\mathbf r_1-\mathbf r_2|=\sqrt3\,l$, the permeability along this direction is still $3gl^2/2A$: edge 3 is perpendicular to it and carried no current. In the perpendicular direction $K=0$.

**Two edges blocked.** The two terms cancel and $K=0$ in every direction.

The three cases have two, one and no independent conducting routes around the periodic cell. This number is the winding rank.

## Nodal equations for any periodic graph

Write $c=\mathbf G\cdot\mathbf x+v$ with $v$ periodic. The rise along an edge is $u_{ij}=\mathbf G\cdot\mathbf r_{ij}+v_j-v_i$. Consider

$$E=\sum_{\rm edges}g_{ij}u_{ij}^2 .$$

Setting $\partial E/\partial v_i=-2\sum_jg_{ij}u_{ij}=0$ reproduces the nodal balance, so the steady state minimises $E$. The macroscopic flux is the area average of current times edge vector, $\mathbf J=-A^{-1}\sum g_{ij}u_{ij}\mathbf r_{ij}$. Therefore

$$\mathbf G\cdot K\mathbf G=-\mathbf G\cdot\mathbf J=\frac1A\sum g_{ij}u_{ij}(\mathbf G\cdot\mathbf r_{ij})=\frac{E_{\min}}A .$$

The last step replaces $\mathbf G\cdot\mathbf r_{ij}$ by $u_{ij}-(v_j-v_i)$. The second part sums to zero because, collected node by node, it multiplies each $v_i$ by a vanishing net current.

Adding a constant to $v$ on one connected cluster changes nothing, so the linear system is singular once per cluster. The cure is to set $v=0$ at one node of every cluster, isolated nodes included. Grounding a single node in the whole graph is insufficient once blocked edges have split it.

**A bound from geometry.** Let all edges have the same $D\delta$. The trial $v=0$ cannot lie below the minimum. Adding the results for gradients along $x$ and $y$,

$$K_{xx}+K_{yy}\le\frac1A\sum g_{ij}l_{ij}^2=\frac{D\delta}{A}\sum l_{ij}=\phi D .$$

Equality holds if and only if $v=0$ solves the balance, which means that the unit edge vectors sum to zero at every junction. For three edges these are 120° angles. In a honeycomb with displaced junctions the ratio $(K_{xx}+K_{yy})/\phi D$ was 0.978. After relaxation to 120° it was 1.00000000, although the edge lengths still varied by 6%. Random Voronoi networks, whose junctions are not balanced, gave $K/\phi D=0.448$ instead of 0.5.

**From permeability to tracer diffusivity.** Let tracer be confined to a connected network. A long wave of wavenumber $q$ along $x$ decays at a rate $\lambda$ equal to the minimum of $\sum g|\Delta c|^2$ divided by $\sum m|c|^2$, where $m$ is the boundary area assigned to each node. To first order in $q$ the concentration differences have magnitude $q|r_x+v_j-v_i|$, so the numerator is $q^2AK_{xx}$. The denominator is the total boundary area $\phi A$. Hence

$$\lambda\to q^2\frac{K_{xx}}\phi,\qquad D_{\rm tracer}=\frac{K_{xx}}{\phi}.$$

For a distorted honeycomb with unequal boundary diffusivities, the decay rate gave 0.38032 and the nodal solution 0.38033, in the same dimensionless unit. If the network has several clusters, the result applies to each. Weighting by their areas again gives $K/\phi$, now averaged over tracer on all boundaries, with the blocked ones holding immobile tracer.

## What the first blocked boundaries cost

Seen from its two ends, an edge of conductance $g$ is connected to a linear network that acts as a current source $I$ with internal conductance $G'$. The concentration drop is $U=I/(g+G')$, and the end-to-end resistance including the edge is $R=1/(g+G')$.

At the minimum of $E$, a change of $g$ alters $E$ only through its explicit appearance, so $dE/dg=U^2$. Reducing the edge conductance from $g$ to zero costs

$$\Delta E=\int_0^g\frac{I^2\,dg'}{(g'+G')^2}=\frac{I^2g}{G'(g+G')}=\frac{gU^2}{1-gR}.$$

The last form uses $I=U/R$ and $G'=1/R-g$.

In a connected graph of $N$ nodes the sum of $gR$ over edges is $N-1$: it is the trace of the conductance matrix times its pseudoinverse, which projects out one constant vector. A honeycomb with $n$ grains has $2n$ nodes and $3n$ edges, so the average $gR$ is $(2n-1)/3n\to2/3$. Averaged over orientations, each edge contributes $1/3n$ of $E$. Removing one therefore costs a relative $3/3n$, and for a conducting fraction $p$ near one,

$$\frac{K(p)}{K(1)}\simeq1-3(1-p)=3p-2 .$$

Removing single edges from a 480-grain honeycomb gave a slope of 2.994; the finite-size value $3n/(n+1)$ is also 2.994.

Effective-medium theory extends the estimate. Every edge is given a conductance $x$, in units of the open one, such that replacing one edge by a real edge leaves its mean drop unchanged. From $xR=2/3$, $G'=x/2$. The drop relative to the medium is $(3x/2)/(g+x/2)$, with $g=1$ or 0:

$$p\,\frac{3x}{2+x}+3(1-p)=1 .$$

Thus $3px=(3p-2)(2+x)$, and hence $x=3p-2$. At $p=0.9$ this is 0.700, against 0.696 from the honeycomb calculation. Its zero at $p=2/3$ is a mean-field estimate of the threshold, since the surroundings of each edge have been averaged.

## Locating the transition

Return to the three-edge cell and open each edge independently with probability $p$. Rank 0 means at most one open edge; rank 2 means three. Equal probabilities require

$$(1-p)^3+3p(1-p)^2=p^3 .$$

With $q=1-p$, this becomes $q^3-3q+1=0$. Put $q=2\sin\theta$. Then $3q-q^3=2\sin3\theta=1$, so $\theta=\pi/18$ and

$$p=1-2\sin(\pi/18)=0.6527 .$$

This is also the threshold of the infinite honeycomb. The left side is the probability that a three-edge star joins none of its outer ends. The right side is the same probability for a triangle whose edges are open with probability $1-p$. One given pair, without the third end, is joined with probability $p^2(1-p)$ in both, so the probabilities of joining all three agree too. Replacing stars by triangles turns the honeycomb at $p$ into a triangular lattice at $1-p$, which has the statistics of the lattice of grains linked across blocked boundaries. Two established theorems complete the argument: open boundaries and blocked links cannot both percolate, and away from the threshold one of them does. At the matching value both or neither percolate, so it must be the threshold.

For a random graph the same balance becomes an algorithm:

1. Give each edge a uniform random number between 0 and 1, and open the edges in increasing order.
2. Keep clusters in a union-find structure. For each node store an integer vector $\mathbf o$, its cell offset from the cluster root.
3. When an edge crossing $\mathbf s$ cell borders joins $i$ to $j$ in the same cluster, compute $\mathbf w=\mathbf o_i+\mathbf s-\mathbf o_j$. A nonzero $\mathbf w$ is a route around the sample.
4. Record the level $p_1$ of the first nonzero $\mathbf w$, and the level $p_2$ of the first one not parallel to it.
5. Repeat, and take the median of all $p_1$ and $p_2$ together.

In the hand example, let edges 1, 2, 3 have levels 0.2, 0.5, 0.8. The first merges the nodes, the second closes a route $(1,0)$, and the third a route $(0,1)$. Thus $p_1=0.5$ and $p_2=0.8$.

The median works for the following reason. If $F_1,F_2$ are the distributions of $p_1,p_2$, then rank 0 has probability $1-F_1$ and rank 2 has probability $F_2$. Equality means $(F_1+F_2)/2=1/2$. On a periodic planar graph, the ranks of the open boundaries and of the links across blocked boundaries add to two. Assuming that both have the same large-scale statistics at criticality, ranks 0 and 2 are equally likely there. This universality is an assumption for the random graph.

The method gave $0.6533\pm0.0013$ for the honeycomb, against 0.6527. Voronoi networks gave $0.6656\pm0.0017$ with 144 grains and $0.6676\pm0.0011$ with 576; uncertainties are standard errors. In 60 Voronoi configurations at $p=0.66$, a nonzero $K_{xx}$ occurred in 28, and in every case it coincided with an open route winding along $x$.

A finite sample has no sharp zero at threshold. Enlarging the honeycomb from 120 to 480 grains multiplied the mean $K$ by $0.47\pm0.04$ at threshold, but by 1.02 at $p=0.9$. A permeability at threshold is thus a property of the sample size as well.

## A manganese oxide film

Consider MnO at 700 K with (001) planes parallel to the surface and random in-plane grain angles. Fourfold symmetry makes the misorientation uniform between 0 and 45°. Low-angle tilt boundaries contain dislocation pipes parallel to the film normal, so lateral flux must cross lattice gaps between them. The model blocks every boundary below a cutoff $\theta_c$, hence $p=1-\theta_c/45^\circ$.

The inputs are rough orders of magnitude: grain size $d=100$ nm (square root of the mean grain area), $\delta=1$ nm, a common prefactor $10^{-3}$ cm²/s, and activation energies 1.7 eV in the lattice and 1.2 eV in boundaries. With $k_BT=0.06032$ eV,

$$D_L=10^{-3}e^{-1.7/0.06032}=5.8\times10^{-16},\qquad D_b=2.29\times10^{-12}\ \text{cm}^2/\text{s}.$$

The Voronoi networks have $\phi=2.00\,\delta/d=0.0200$. With all boundaries open,

$$K(1)=0.448\times0.0200\times2.29\times10^{-12}=2.05\times10^{-14}\ \text{cm}^2/\text{s}.$$

For an assumed 10° cutoff, $p=0.778$. Independent blocking gives $K=(5.6\pm0.2)\times10^{-15}$ cm²/s, or $4.9\times10^{-15}$ atomic units. This is $0.27K(1)$; scaling by $p$ would give $0.78K(1)$, and the effective-medium formula, which was derived for the honeycomb and is only a rough guide here, $0.33K(1)$.

**Lattice bypass.** With lattice included, the steady state minimises the sum of a lattice energy and a boundary energy. The minimum of a sum is at least the sum of the separate minima, so for an isotropic film with thin boundaries $K_{\rm total}\ge K+D_L$. This bound is $6.2\times10^{-15}$ cm²/s here. It misses flux that uses the lattice to bridge a blocked boundary between two open ones. To estimate bridging, every edge receives an extra strength $D_L/K(1)=0.028$ of an open one, which reproduces $D_L$ when all boundaries are blocked. This is a model, not a solution of diffusion inside the grains. Compared with diffusion resolved inside the grains it overestimates the permeability, by roughly 10% at the 10° cutoff and by roughly 15 to 30% at 15°, near the threshold, where most of the flux depends on bridging.

**Correlation.** Grain angles, unlike independent coin tosses, tie together the boundaries at a junction. If two have signed misorientations $a,b$ uniform in $[-\theta_c,\theta_c]$, the third has $a+b$. The region $|a+b|>\theta_c$ consists of two triangles of total area $\theta_c^2$ in a square of area $4\theta_c^2$. The third boundary is therefore also low-angle with probability $3/4$, for cutoffs up to 30°, beyond which the fourfold symmetry can fold $a+b$ back. Sampling at 15° gave 0.749; independent blocking would give $1/3$.

The threshold falls to $0.614\pm0.001$. The corresponding cutoff moves from 15.0° to 17.4°.

In units of $10^{-15}$ cm²/s:

| Blocking, cutoff | Network $K$ | With lattice model |
|---|---:|---:|
| independent, 10° | 5.6 | 9.1 |
| correlated, 10° | 7.0 | 9.6 |
| independent, 15° | 0.44 | 5.1 |
| correlated, 15° | 2.0 | 5.8 |

At 15°, $p=2/3$ lies within one standard error of the independent threshold, so 0.44 is a value for 576-grain samples. Its standard error is 20%, and correlation raises it roughly fourfold. In the lattice model the two assignments differ by 14%. Lattice diffusion thus smooths the sharp drop near the threshold, but the size of the remaining difference depends on how bridging is modelled and may well be larger.

**Leakage between pipes.** With a rough Burgers vector $b=0.3$ nm, the pipe spacing is $s=b/[2\sin(\theta/2)]$. Pipe cores of width $\delta$ and lattice gaps act in series, so

$$D_{\rm low}=\frac{s}{\delta/D_b+(s-\delta)/D_L}.$$

At 10°, $s=1.72$ nm and $D_{\rm low}/D_b=6\times10^{-4}$, far below the 0.028 of the lattice bypass. At 15° it is $2\times10^{-3}$. The formula ends where $s=\delta$ and the cores touch, near 17°. Almost up to that angle the lattice gaps limit the flux, so with these inputs the boundaries between 10° and 17° would be blocked as well, and the film would lie close to the correlated threshold. Which side it falls on is not fixed by such rough inputs: $b=0.314$ nm moves the touching angle to 18°, beyond the critical 17.4°. The 10° cutoff is therefore an assumption of the example, not a result of the pipe model; for the cores to touch at 10° they would have to be about 1.7 nm wide.

**Which diffusivity applies.** With independent blocking at 10°, confined tracer would have $K/\phi=2.8\times10^{-13}$ cm²/s, averaged over all boundaries. The spanning cluster holds about 77% of the boundary length, so the tracer on it has about $3.6\times10^{-13}$ cm²/s. Confinement requires $\sqrt{D_Lt}\ll\delta$; taking $D_Lt=\delta^2/100$ gives 0.17 s. Even along one open boundary, tracer then travels about $\sqrt{2D_bt}=9$ nm, less than a grain. (The program prints 3 nm because it inserts $K/\phi$ in place of $D_b$.) The macroscopic value $K/\phi$ is therefore not reached in this film. Lattice diffusion fills a grain in about $(d/2)^2/D_L=4.3\times10^4$ s, or 12 hours. At much longer times boundaries and grains share one concentration, the storage capacity per area is one, and the diffusivity is the total permeability, about $10^{-14}$ cm²/s at 10°. Between these limits a single constant does not describe the profile.

**Against a real film.** The grain size and boundary width used here are orders of magnitude, to be replaced by values for the film at hand. The diffusivities are much less certain: cation transport in MnO depends on the vacancy content and hence on oxygen pressure, which the inputs do not resolve, and at 700 K MnO is the stable oxide only at very low oxygen pressure (of order $10^{-22}$ bar or less). An error of 0.1 eV in the boundary activation energy alone changes $D_b$ by a factor of 5.2. That exceeds the correction for correlation (25% at 10°, with a standard error of about 5 percentage points) and the modelled lattice bypass (62% for independent blocking at 10°, nearer 50% once the model's overestimate is allowed for). Real boundaries also have a spread of diffusivities instead of a sharp cutoff; the nodal equations accept such a spread directly through $D_e$. Segregation would change both the boundary flux and the storage capacity, and its size is not estimated here. The numerical output lists the values used.

## Table of computed values

```
Honeycomb K / (phi D): 0.500000
Trace K/(phi D), jittered junctions: 0.97848
Trace K/(phi D), relaxed 120 deg: 1.00000000
Relative edge-length spread, relaxed: 0.063
Tracer D, Bloch / nodal: 0.380322 / 0.380326 (network units)
Honeycomb dilution slope: 2.9938
Honeycomb K/K(1) at p=0.9: 0.6962
Effective-medium value at p=0.9: 0.7000
Honeycomb threshold, star-triangle: 0.652704
Honeycomb threshold, winding: 0.6533 +- 0.0013
K(480 grains)/K(120 grains) at threshold: 0.473
K(480 grains)/K(120 grains) at p=0.9: 1.015
Flow/winding agreements: 60, flowing: 28
Voronoi threshold, 144 grains: 0.6656 +- 0.0017
Voronoi threshold, 576 grains: 0.6676 +- 0.0011
Threshold, correlated angles: 0.6142 +- 0.0011
Correlation shift of threshold: -0.0534
P(third low-angle | two low-angle): 0.7486
Temperature: 700 K, kT: 0.06032 eV
Grain size: 100 nm, boundary width: 1.0 nm
Burgers vector (rough): 0.3 nm
Prefactor, both paths (rough): 1.0e-03 cm2/s
Activation, lattice/boundary: 1.7 / 1.2 eV
Lattice diffusivity: 5.762e-16 cm2/s
Boundary diffusivity: 2.293e-12 cm2/s
Voronoi boundary length density x grain size: 2.0010
Boundary area fraction phi: 0.02001
Voronoi K(1)/(phi D): 0.4475
K, all boundaries open: 2.053e-14 cm2/s
Lattice D / K(all open): 0.0281
independent, 10 deg, p=0.7778:
  K network: 5.625e-15 +- 1.8e-16 cm2/s
  K with lattice shunt: 9.111e-15 +- 1.1e-16 cm2/s
independent, 15 deg, p=0.6667:
  K network: 4.378e-16 +- 8.8e-17 cm2/s
  K with lattice shunt: 5.113e-15 +- 7.0e-17 cm2/s
correlated, 10 deg, p=0.7778:
  K network: 7.014e-15 +- 1.2e-16 cm2/s
  K with lattice shunt: 9.646e-15 +- 8.9e-17 cm2/s
correlated, 15 deg, p=0.6667:
  K network: 1.954e-15 +- 1.0e-16 cm2/s
  K with lattice shunt: 5.832e-15 +- 7.0e-17 cm2/s
Main K (independent, 10 deg): 4.859e-15 atomic units
Pipe spacing at 10 deg: 1.721 nm, leak D/boundary D: 6.00e-04
Pipe spacing at 15 deg: 1.149 nm, leak D/boundary D: 1.93e-03
Factor from 0.1 eV activation error: 5.25
Confined-tracer D = K/phi: 2.811e-13 cm2/s
Confined limit, D_L t = width^2/100: 0.174 s
Tracer reach in that time: 3.12 nm
Grain filling time (half size)^2/D_L: 4.339e+04 s
```
